# Burgess's recursion for hydrogenic photoionisation and the shell Gaunt factor, part 2

The problem is photoionisation of a hydrogenic shell $n$, nonrelativistic and in the dipole approximation, with a fixed point nucleus. Atomic units are used, with $Z=1$ unless stated; $\alpha$ is the fine-structure constant. Bound functions $v_l(r)$ have energy $-1/2n^2$ and unit norm. Continuum functions $w_l(r)$ have energy $\varepsilon=k^2/2$ and amplitude $\sqrt{2/\pi k}$ at large $r$. The radial integrals are
$$X_l=\int_0^\infty v_{l-1}\,r\,w_l\,dr,\qquad Y_l=\int_0^\infty v_l\,r\,w_{l-1}\,dr,\qquad W=1+n^2k^2 .$$
With $b_l=\sqrt{\tfrac1{l^2}-\tfrac1{n^2}}$ and $c_l=\sqrt{\tfrac1{l^2}+k^2}$ they obey
$$2l\,b_lX_l=(2l+1)\,c_{l+1}X_{l+1}+b_{l+1}Y_{l+1},\qquad 2l\,c_lY_l=c_{l+1}X_{l+1}+(2l+1)\,b_{l+1}Y_{l+1}.\tag{1}$$
The start, with $\Pi_l=\prod_{s=1}^l(1+s^2k^2)$, is
$$X_n=\frac{2^{2n+5/2}\,n^{n+5/2}}{\sqrt{(2n)!}}\;\frac{\sqrt{\Pi_n}}{W^{n+2}}\;\mathcal E,\qquad \mathcal E=\frac{e^{-(2/k)\arctan nk}}{\sqrt{1-e^{-2\pi/k}}},\qquad\mathcal E\to e^{-2n}\ (k\to0),$$
$$Y_{n-1}=X_n\sqrt W/\big(2n\sqrt{1+(n-1)^2k^2}\big).$$
For $n=1$, $X_1=16W^{-5/2}\mathcal E$. For $n=2$,
$$X_2=\frac{1024}{\sqrt6}\frac{\sqrt{1+k^2}}{W^{7/2}}\mathcal E,\qquad X_1=\frac{256\sqrt{2(1+k^2)}}{W^3}\mathcal E,\qquad Y_1=\frac{256}{\sqrt6\,W^3}\mathcal E .$$

The integral from bound $l$ to free $l'$ is $\sqrt{\frac{(n+l)!}{(n-l-1)!}\,\Pi_{l'}}\;(2n)^{l-n}\,G(l,l')$. Burgess's recursion runs stably downward in $l$, through the ratios $q_l=G(l-2,l-1)/G(l-1,l)$ and $q'_l=G(l-1,l-2)/G(l,l-1)$:

- For $l=n,\dots,2$: $q_l=4n^2-4l^2+l(2l-1)W-4n^2(n^2-l^2)[1+(l+1)^2k^2]/q_{l+1}$, $\ln X_{l-1}=\ln X_l+\ln\big[q_l/\big(2n\sqrt{(n^2-(l-1)^2)(1+l^2k^2)}\big)\big]$.
- For $l=n-1,\dots,2$: $q'_l=4n^2-4l^2+l(2l+1)W-4n^2[n^2-(l+1)^2](1+l^2k^2)/q'_{l+1}$, $\ln Y_{l-1}=\ln Y_l+\ln\big[q'_l/\big(2n\sqrt{(n^2-l^2)(1+(l-1)^2k^2)}\big)\big]$.

In each, the last term vanishes at the first step.

The photon energy is $\omega=k^2/2+1/2n^2=W/2n^2$. The subshell and statistically averaged shell cross sections are
$$\sigma_{nl}=\frac{4\pi^2\alpha\omega}{3}\,\frac{(l+1)X_{l+1}^2+lY_l^2}{2l+1},\qquad\sigma_n=\frac1{n^2}\sum_l(2l+1)\sigma_{nl}=\frac{4\pi^2\alpha\omega}{3n^2}\sum_{l=1}^nl\,(X_l^2+Y_l^2),$$
with $Y_n=0$. For charge $Z$ and electron momentum $p$, $k=p/Z$; integrals scale as $Z^{-2}$, $\omega$ as $Z^2$, and $\sigma$ as $Z^{-2}$.

The Coulomb function is $w_l=N_l\,r^{l+1}e^{-ikr}M(a,c,2ikr)$, with $c=2l+2$, $a=l+1+i/k$, $M(a,c,z)=\sum_m\frac{(a)_mz^m}{(c)_m\,m!}$ and
$$N_l=\frac{2^{l+1}}{(2l+1)!}\sqrt{\frac{\Pi_l}{1-e^{-2\pi/k}}}.$$
Its integrals with $e^{-\lambda r}$ are done termwise for large $\lambda$ and continued analytically to $\mathrm{Re}\,\lambda>0$; $\theta=\arctan(k/\lambda)$. In the commutator below, $H$ is the Hamiltonian and $z$ the coordinate along the field.

## Checks that do not use the recursion

Any channel has a finite closed form. With $\rho=2r/n$ the bound function is $\sqrt{\frac{(n-l-1)!}{n^2(n+l)!}}\,\rho^{l+1}e^{-\rho/2}\sum_j\binom{n+l}{n-l-1-j}\frac{(-\rho)^j}{j!}$. Term $j$ needs $\int r^se^{-(\lambda+ik)r}M(a,c,2ikr)\,dr$ with $s=l+l'+3+j$, $c=2l'+2$, $a=l'+1+i/k$, $\lambda=1/n$. Termwise integration, continued in $\lambda$ as before, gives $s!\,(\lambda+ik)^{-s-1}\,{}_2F_1(a,s+1;c;z)$ with $z=2ik/(\lambda+ik)$. Pfaff's transformation ${}_2F_1(a,b;c;z)=(1-z)^{-a}{}_2F_1\big(a,c-b;c;\frac z{z-1}\big)$ follows for $c>b>0$ from $t\to1-t$ in Euler's integral $\int_0^1t^{b-1}(1-t)^{c-b-1}(1-zt)^{-a}dt$, and extends to all $b$ because the coefficients of $z^m$ on both sides are polynomials in $b$. Here $c-b=l'-l-2-j\le-1$, so the series terminates, $z/(z-1)=2ik/(ik-\lambda)$ and $(1-z)^{-a}=e^{2ia\theta}$. The double sum alternates and is evaluated with 60 digits. For $n=1,2,3,8,15$ and $k$ from $0.02$ to $5$ the recursion agrees with it to $1.8\times10^{-14}$ relative. Direct quadrature of $Z=5$ functions for $n\le3$ agrees to $1.5\times10^{-12}$, which also tests the $Z$ scaling.

Both checks lean on the same Coulomb function. Sum rules test the normalisation separately. Completeness of the states of one $l'$ requires the squared integrals, summed over bound states and integrated over $d\varepsilon$, to equal $\langle r^2\rangle_{nl}$. The commutator $[z,[H,z]]=1$ requires the oscillator strengths $\frac23\omega\frac{\max(l,l')}{2l+1}\times(\text{integral})^2$ to sum to one. With bound states summed to $n'=80$ and the rest taken as the threshold value times the remaining energy interval $1/2(80.5)^2$, the relative errors for $n\le3$ are at most $3.7\times10^{-7}$ and $8.3\times10^{-7}$. The 1s continuum carries $f=0.435$.

## Kramers' cross section

In the WKB approximation with $L=l+\tfrac12$ and $P(r)=\sqrt{2\varepsilon+2/r-L^2/r^2}$, an energy-normalised function is $\sqrt{2/\pi P}\cos(S-\pi/4)$, $S=\int P\,dr$ from the inner turning point. A bound function carries an extra $n^{-3/2}$, since $\int\frac{dr}{\pi P}$ is half the period $2\pi n^3$ divided by $\pi$. In the product of two such functions keep the slowly varying part $\frac1{\pi P}\cos\Delta S$. To first order $\Delta S=\omega\,\partial_\varepsilon S+\Delta l\,\partial_LS=\omega t-\Delta l\,\varphi$, because $\int dr/P=t$ and $\int L\,dr/r^2P=\varphi$, both counted from pericentre on the mean orbit, which has $L=l$ for $X_l$ and for $Y_l$. Extending to negative $t$, where the sine part is odd,
$$X_l,\;Y_l\approx\frac{n^{-3/2}}{2\pi}\int_{-\infty}^\infty r\,e^{\mp i\varphi}e^{i\omega t}dt .$$
Assume the integral is settled near pericentre, where the energy is negligible and the orbit is a parabola. With $s=\tan(\varphi/2)$, $r=L^2/(1+\cos\varphi)=\frac{L^2}2(1+s^2)$ and $re^{\mp i\varphi}=\frac{L^2}2(1\mp is)^2$. From $dt=r^2d\varphi/L$ and $d\varphi=2ds/(1+s^2)$, $t=\frac{L^3}2(s+s^3/3)$. Integrate by parts, dropping the oscillating end terms: the integral is $\frac i\omega L^2\int(\mp i-s)e^{i\omega t}ds$. Put $s=2\sinh(u/3)$, so that $\omega t=\xi\sinh u$ with $\xi=\omega L^3/3$, $ds=\frac23\cosh\frac u3du$, $s\,ds=\frac23\sinh\frac{2u}3du$. Shifting $u\to u+i\pi/2$ turns the exponential into $e^{-\xi\cosh u}$; the even parts of the prefactors are $\frac23\cos\frac\pi6\cosh\frac u3$ and $\frac{2i}3\sin\frac\pi3\cosh\frac{2u}3$. With $K_\nu(\xi)=\int_0^\infty e^{-\xi\cosh u}\cosh\nu u\,du$, $\int e^{i\omega t}ds=\frac2{\sqrt3}K_{1/3}$ and $\int s\,e^{i\omega t}ds=\frac{2i}{\sqrt3}K_{2/3}$. Hence
$$X_l,\;Y_l\approx n^{-3/2}\frac{l^2}{\sqrt3\,\pi\omega}\big[K_{2/3}(\xi)\pm K_{1/3}(\xi)\big].$$
Absorption favours $l\to l+1$, the electron resonating with the field component that rotates in its own sense. At $n=2000$, $nk=1$, $l=150$ ($\xi=0.28125$) the recursion divided by this formula gives $1.00000$ for $X$ and $0.99999$ for $Y$. This point is favourable: at $nk=1$ the mean of the two energies, $(k^2-1/n^2)/4$, is zero, so the mean orbit is exactly a parabola. At other $k$ a relative correction of order that energy times $l^2$ is expected for $\xi\lesssim1$. In the exponential tail it is larger: at $nk=5$, $l=150$ ($\xi=3.66$) the energy times $l^2$ is $0.034$, and the deviations are $0.11$ for $X$ and $0.18$ for $Y$.

In $X^2+Y^2$ the cross terms cancel. Replacing the sum by an integral, with $L^5dL=3\xi\,d\xi/\omega^2$,
$$\sum l(X_l^2+Y_l^2)\approx\frac{2}{\pi^2n^3\omega^4}\int_0^\infty\xi\,(K_{1/3}^2+K_{2/3}^2)\,d\xi .$$
Doing the $\xi$ integral first gives $\int\xi K_\nu^2d\xi=\frac14\iint\frac{\cosh\nu u\cosh\nu v}{(\cosh u+\cosh v)^2}du\,dv$ over the plane. With $u=A+B$, $v=A-B$ the denominator is $4\cosh^2A\cosh^2B$, the numerator $\frac12(\cosh2\nu A+\cosh2\nu B)$ and the Jacobian $2$. Using $\int\mathrm{sech}^2B\,dB=2$, this is $\frac14\int\cosh2\nu A\,\mathrm{sech}^2A\,dA$, and $x=e^{2A}$ turns it into $\frac12\Gamma(1+\nu)\Gamma(1-\nu)=\frac{\pi\nu}{2\sin\pi\nu}$. The two orders add to $\pi/\sqrt3=1.8137994$. The sum is $2/(\sqrt3\pi n^3\omega^4)$, and, restoring $Z$ in $\sigma_K$,
$$\sigma_K=\frac{8\pi\alpha Z^4}{3\sqrt3\,n^5\omega^3},\qquad g_n=\frac{\sigma_n}{\sigma_K}=\frac{\sqrt3\,\pi}2\,n^3\Big(\frac W{2n^2}\Big)^4\sum_ll\,(X_l^2+Y_l^2).$$
The Gaunt factor depends on $n$ and $k$ only. At threshold the closed forms give $g_1=\frac{\sqrt3\pi}2\cdot\frac{256}{16}e^{-4}=8\sqrt3\pi e^{-4}=0.797301$ and $g_2=\frac{\sqrt3\pi}2\cdot\frac{491520}{512}e^{-8}=480\sqrt3\pi e^{-8}=0.876185$, where $491520=131072+65536/6+2\cdot1048576/6$.

## The table and its limits

The integrand over $L$ peaks at $\xi\approx0.3$, that is $L=(3\xi/\omega)^{1/3}\approx\omega^{-1/3}$ ($Z=1$). WKB needs $L\gg1$. The parabola needs both energies small against $1/L^2$, the size of the terms in $P^2$ at $r\sim L^2$, so $L\ll n$ and $L\ll1/k$. All three conditions follow from $\omega\ll1$, since neither energy exceeds $\omega$ in size and $\omega L^2\sim\omega^{1/3}$. The derivation of Kramers' formula, and the limit $g_n\to1$, thus need $n\gg1$ and $k\ll1$ together; table entries close to one at small $n$ lie outside that argument. The columns are $W=\omega/\omega_n$, the photon energy over the threshold.

| $n$ | 1 | 1.5 | 2 | 4 | 10 | 100 |
|---|---|---|---|---|---|---|
| 1 | 0.7973 | 0.8927 | 0.9423 | 0.9957 | 0.9389 | 0.5148 |
| 2 | 0.8762 | 0.9394 | 0.9755 | 1.0367 | 1.0623 | 0.7895 |
| 3 | 0.9075 | 0.9567 | 0.9854 | 1.0380 | 1.0777 | 0.9368 |
| 5 | 0.9358 | 0.9714 | 0.9925 | 1.0331 | 1.0715 | 1.0588 |
| 10 | 0.9606 | 0.9833 | 0.9970 | 1.0242 | 1.0529 | 1.1014 |
| 20 | 0.9757 | 0.9901 | 0.9988 | 1.0165 | 1.0361 | 1.0830 |
| 50 | 0.9870 | 0.9948 | 0.9996 | 1.0095 | 1.0207 | 1.0515 |
| 100 | 0.9919 | 0.9968 | 0.9999 | 1.0061 | 1.0133 | 1.0340 |

A scaling argument, not a full derivation, gives the approach to one. The mean orbit has energy $(k^2-1/n^2)/4=(W-2)/4n^2$, and the first correction to the parabola is this times $L^2\sim(n^2/W)^{2/3}$, so $g_n-1\propto n^{-2/3}(W-2)W^{-2/3}$. The next terms should be of order $1/L^2\sim n^{-4/3}$. The exponents are tested between $n=200$ and $1600$. At threshold $1-g$ goes from $5.0954\times10^{-3}$ to $1.2660\times10^{-3}$, a logarithmic slope of $-0.6696$, and $(1-g)n^{2/3}$ from $0.1743$ to $0.1732$; this coefficient and its sign are numerical findings. At $W=2$, where the mean orbit is itself parabolic, $1-g$ goes from $5.6085\times10^{-5}$ to $3.5058\times10^{-6}$, slope $-1.3333$.

At fixed $n$ and large $k$, $c_l\to k$, and (1) gives $Y_l\sim X_{l+1}\sim X_l/k$, so $X_1$ dominates, with $X_1\approx X_n\prod_{l=1}^{n-1}\frac{(2l+1)k}{2l\,b_l}$. The products are $\prod\frac{2l+1}{2l}=\frac{(2n)!}{2^{2n-1}n!\,(n-1)!}$ and $\prod b_l^2=\frac{(2n-1)!}{n^{2n-1}(n-1)!^2}$, and $X_n^2\approx\frac{2^{4n+5}n^{2n+5}}{(2n)!}\frac{n!^2k^{2n}}{(nk)^{4n+8}}\mathcal E^2$. Multiplying out, $X_1^2\approx2^7n^{-4}\cdot2n\cdot k^{-10}\mathcal E^2$. With $W/2n^2\to k^2/2$ and $\mathcal E^2\to1/(e^{2\pi/k}-1)\approx\frac k{2\pi}(1-\frac\pi k)$,
$$g_n\approx\frac{4\sqrt3}k\Big(1-\frac\pi k\Big)$$
for every $n$. At $k=2000$ the ratio $g_nk/4\sqrt3$ is $0.99843$ for $n=1$ and $n=3$. That value of $k$ tests the algebra only: the model needs an electron speed $Zk\ll1/\alpha$, and the dipole approximation fails at comparable energies.

## Worked example: B$^{4+}$, $n=3$, photon of 60 eV

The level of theory is the one above: $Z=5$, infinite nuclear mass, nonrelativistic, dipole. The threshold is $27.211386\times25/18=37.7936$ eV, the electron carries $22.2064$ eV, $\omega=2.204959$, $k=0.255511$, $W=60/37.7936=1.587571$ and $\mathcal E=5.981139\times10^{-3}$.

The start is $X_3=2^{17/2}3^{11/2}\,720^{-1/2}\,W^{-5}\sqrt{(1+k^2)(1+4k^2)W}\;\mathcal E=4.91876$. The ratios are $q_3=15W=23.81356$ and $q_2=20+6W-180W/q_3=8+6W=17.52542$. Then
$$X_2=\frac{4.91876\times23.81356}{6\sqrt{5W}}=6.92911,\qquad X_1=\frac{6.92911\times17.52542}{6\sqrt{8(1+4k^2)}}=6.37188 .$$
In the other family $G(2,1)/G(2,3)=W/6=0.264595$, $Y_2=4.91876\sqrt W/\big(6\sqrt{1+4k^2}\big)=0.91979$, $q'_2=20+10W=35.87571$, and $Y_1=0.91979\times35.87571/\big(6\sqrt{5(1+k^2)}\big)=2.38298$.

The prefactor $4\pi^2\alpha\omega a_0^2/3Z^4$ is $9.486951\times10^{-5}$ Å$^2$. It multiplies $X_1^2$ for 3s, $(2X_2^2+Y_1^2)/3$ for 3p and $(3X_3^2+2Y_2^2)/5$ for 3d, giving $3.85178$, $3.21619$ and $1.40928$, in units of $10^{-3}$ Å$^2$. The shell sum is
$$(6.37188^2+2.38298^2)+2(6.92911^2+0.91979^2)+3\times4.91876^2=216.579,$$
so $\sigma_3=9.486951\times10^{-5}\times216.579/9=2.28297\times10^{-3}$ Å$^2$, against $\sigma_K=2.37136\times10^{-3}$ Å$^2$, and $g_3=0.96273$. The subshells differ by a factor approaching three while their average lies within 4% of $\sigma_K$: at this photon energy Kramers' formula describes the statistical average and none of the three subshells. For a statistically populated shell the nonrelativistic result is thus $\sigma_3\approx0.228$ Mb against $\sigma_K\approx0.237$ Mb. Relativistic corrections to the cross section are not computed here; the parameter that controls them is $(Z\alpha)^2=1.3\times10^{-3}$. The longer strings of digits above belong to the model, not to the real ion: the reduced mass of $^{11}$B alone moves the threshold from $37.7936$ to $37.7917$ eV, and the Dirac formula alone splits it into $37.8062$, $37.7978$ and $37.7950$ eV for $j=\tfrac12,\tfrac32,\tfrac52$. The numerical check runs the algorithm and the tests quoted.

## Computed values

```
hartree = 27.211386 eV, bohr = 0.529177 A, 1/alpha = 137.03600
max rel err vs quadrature (Z=5, n<=3): 1.5e-12
max rel err vs closed double sum (n<=15): 1.8e-14
closure err 3.7e-07, TRK err 8.3e-07, 1s continuum f = 0.43500
downward rel err n=200: 8.5e-13; upward rel err of X_n, n=100: 7.2e+09
X_100/X_1 at n=100, k=0: 7.17e-13
Bessel integral = 1.8137994, pi/sqrt3 = 1.8137994
n=2000, nk=1, l=150: xi = 0.28125, X/semicl = 1.00000, Y/semicl = 0.99999
threshold 1-g: n=200 5.0954e-03, n=1600 1.2660e-03, slope -0.6696
threshold (1-g) n^(2/3): n=200 0.1743, n=1600 0.1732
nk=1 1-g: n=200 5.6085e-05, n=1600 3.5058e-06, slope -1.3333
g k/(4 sqrt3) at k=2000: n=1 0.99843, n=3 0.99843
threshold closed forms: g_1 = 0.797301, g_2 = 0.876185
B4+: Z = 5, n = 3, photon = 60.00 eV, (Z alpha)^2 = 1.33e-03
threshold = 37.7936 eV, electron energy = 22.2064 eV
omega = 2.204959 a.u., k = p/Z = 0.255511, W = 1.587571, E = 5.981139e-03
G(1,2)/G(2,3) = 23.81356, G(0,1)/G(1,2) = 17.52542
G(2,1)/G(2,3) = 0.264595, G(1,0)/G(2,1) = 35.87571
Z=1 a.u.: X_3 = 4.91876, X_2 = 6.92911, X_1 = 6.37188
Z=1 a.u.: Y_2 = 0.91979, Y_1 = 2.38298
sum l(X^2+Y^2) = 216.5792 a.u.
prefactor 4 pi^2 alpha omega a0^2/(3 Z^4) = 9.486951e-05 A^2 per a.u.
sigma_3s = 3.85178e-03, sigma_3p = 3.21619e-03, sigma_3d = 1.40928e-03 A^2
sigma_3 = 2.28297e-03 A^2 = 0.22830 Mb
sigma_Kramers = 2.37136e-03 A^2 = 0.23714 Mb, g_3 = 0.96273
Gaunt factor g_n; columns omega/omega_n = 1 1.5 2 4 10 100
n=  1 0.7973 0.8927 0.9423 0.9957 0.9389 0.5148
n=  2 0.8762 0.9394 0.9755 1.0367 1.0623 0.7895
n=  3 0.9075 0.9567 0.9854 1.0380 1.0777 0.9368
n=  5 0.9358 0.9714 0.9925 1.0331 1.0715 1.0588
n= 10 0.9606 0.9833 0.9970 1.0242 1.0529 1.1014
n= 20 0.9757 0.9901 0.9988 1.0165 1.0361 1.0830
n= 50 0.9870 0.9948 0.9996 1.0095 1.0207 1.0515
n=100 0.9919 0.9968 0.9999 1.0061 1.0133 1.0340
```
